# Equilibrium coverage in dissociative adsorption of a diatomic gas

A gas of diatomic molecules A$_2$ stands over a solid surface at temperature $T$ and pressure $p$. A molecule that sticks breaks into two atoms, each of which occupies one adsorption site. Two adsorbed atoms can recombine and leave:

$$\mathrm{A_2(gas)}+2\,\text{empty sites}\rightleftharpoons 2\,\mathrm{A(adsorbed)}.$$

The surface has $M$ sites, with $M$ very large, and $N$ of them are occupied. The coverage is $\theta=N/M$. The model assumes the following.

- All sites are equivalent, and each holds at most one atom.
- The energy of an adsorbed atom does not depend on whether other sites are occupied.
- The gas is ideal, and gas and surface have reached equilibrium.

Energies are measured from the lowest level of a molecule at rest. Two adsorbed atoms in their lowest levels lie at $-D$, so $D>0$ is the energy released per molecule, zero-point energies included. Each atom carries half of this, $-D/2$. The internal partition functions, counted from the lowest levels, are $z_s$ for an adsorbed atom and $z_r$ for the rotation and nuclear spin of a molecule. Molecular vibration is taken to be in its ground state. Boltzmann's constant is $k$. The formulas hold in SI units; the example uses eV, nm, Torr and K.

## (a) What is the chemical potential of the adsorbed atoms?

**Solution.** The $N$ occupied sites can be chosen in $M!/[N!(M-N)!]$ ways. Since the atoms do not interact, every choice has the same weight, a product of single-atom factors:

$$Z_s=\frac{M!}{N!\,(M-N)!}\left(z_s e^{D/2kT}\right)^N .$$

For large numbers, Stirling's formula $\ln N!\approx N\ln N-N$ gives

$$\ln Z_s\approx M\ln M-N\ln N-(M-N)\ln(M-N)+N\ln z_s+\frac{ND}{2kT}.$$

The terms linear in the particle numbers have cancelled, because $-M+N+(M-N)=0$. Differentiation with respect to $N$ gives

$$\frac{\partial\ln Z_s}{\partial N}=-\ln N-1+\ln(M-N)+1+\ln z_s+\frac{D}{2kT}.$$

The free energy is $F_s=-kT\ln Z_s$, and the chemical potential is $\mu_A=\partial F_s/\partial N$. With $N/(M-N)=\theta/(1-\theta)$,

$$\mu_A=-\frac D2+kT\ln\frac{\theta}{(1-\theta)z_s}.$$

The logarithm rises without limit as $\theta\to1$: the last empty sites are costly to fill because few arrangements remain, although the atoms do not repel each other.

## (b) What is the chemical potential of the gas?

**Solution.** Let a molecule of mass $m$ move in a cubic box of side $L$. The levels for one direction are $n_x^2h^2/(8mL^2)$, with $n_x=1,2,\dots$. Define the thermal wavelength

$$\Lambda=\frac{h}{\sqrt{2\pi mkT}},\qquad\text{so that}\qquad \frac{h^2}{8mL^2kT}=\frac{\pi\Lambda^2}{4L^2}.$$

For $L\gg\Lambda$ the levels are dense, and the sum over them becomes a Gaussian integral:

$$\sum_{n_x}e^{-\pi\Lambda^2n_x^2/4L^2}\approx\int_0^\infty e^{-\pi\Lambda^2n_x^2/4L^2}\,dn_x=\frac12\sqrt{\frac{4L^2}{\Lambda^2}}=\frac L\Lambda .$$

Three directions give $V/\Lambda^3$, where $V=L^3$. For $n$ identical molecules in a dilute gas,

$$Z_g=\frac1{n!}\left(\frac{Vz_r}{\Lambda^3}\right)^n .$$

Stirling's formula then gives

$$\mu_{A_2}=-kT\frac{\partial\ln Z_g}{\partial n}=-kT\left[\ln\frac{Vz_r}{\Lambda^3}-\ln n\right]=kT\ln\frac{n\Lambda^3}{Vz_r}.$$

The pressure is $p=kT\,\partial\ln Z_g/\partial V=nkT/V$, so $n/V=p/kT$ and

$$\mu_{A_2}=kT\ln\frac{p\Lambda^3}{kT\,z_r}.$$

## (c) Find the equilibrium coverage as a function of pressure.

**Solution.** In a closed vessel the number of atoms $N+2n$ is fixed, so $dN=-2\,dn$. At the minimum of the total free energy,

$$0=dF=\mu_A\,dN+\mu_{A_2}\,dn=(\mu_{A_2}-2\mu_A)\,dn,$$

and therefore $2\mu_A=\mu_{A_2}$. The stationary point is a minimum, since each chemical potential rises with its own particle number. Insert the results of (a) and (b) and divide by $kT$:

$$-\frac{D}{kT}+2\ln\frac{\theta}{(1-\theta)z_s}=\ln\frac{p\Lambda^3}{kT\,z_r}.$$

Move the first term to the right and exponentiate:

$$\frac{\theta^2}{(1-\theta)^2}=Kp,\qquad K=\frac{z_s^2\,e^{D/kT}\Lambda^3}{kT\,z_r}.$$

The equilibrium constant $K$ has the unit of inverse pressure and depends on temperature, but not on $p$ or $\theta$. Since $0<\theta<1$, the ratio $\theta/(1-\theta)$ is positive, and the positive root applies. With $x=\sqrt{Kp}$,

$$\theta=x(1-\theta)\;\Rightarrow\;\theta(1+x)=x\;\Rightarrow\;\boxed{\theta=\frac{\sqrt{Kp}}{1+\sqrt{Kp}}}.$$

The square root comes from the factor 2 in $2\mu_A=\mu_{A_2}$: one molecule supplies two independently placed atoms.

## (d) How does the coverage respond to pressure, and how does this differ from adsorption of whole molecules?

**Solution.** For $Kp\ll1$ the denominator is close to 1, and $\theta\approx\sqrt{Kp}$. For $Kp\gg1$ the empty fraction is $1-\theta=1/(1+x)\approx1/\sqrt{Kp}$, so the surface fills slowly. Half coverage requires $x=1$, or $p=1/K$.

Between these limits, use $\ln\theta=\ln x-\ln(1+x)$. At fixed temperature $\ln x=\tfrac12\ln p+\text{constant}$, so

$$\frac{d\ln\theta}{d\ln p}=\frac12\left(1-\frac{x}{1+x}\right)=\frac{1-\theta}{2}.$$

The local exponent is near $1/2$ only at low coverage.

If a molecule stays whole and occupies one site, the condition is $\mu_{\text{ads}}=\mu_{A_2}$. The argument of (c) then gives $\theta/(1-\theta)=K_mp$, or $\theta=K_mp/(1+K_mp)$, with its own constant $K_m$. Suppose that $K_m=K$, to compare the shapes. Below $p=1/K$ we have $\sqrt{Kp}>Kp$, and the dissociative coverage is the larger; above it, the order is reversed. In the dissociative model a plot of $\theta/(1-\theta)$ against $\sqrt p$ at fixed temperature is a straight line through the origin with slope $\sqrt K$.

## (e) Recover the result from rates, and find how fast equilibrium is approached.

**Solution.** Adsorption needs two neighbouring empty sites, and desorption needs two neighbouring atoms. If the occupations of neighbouring sites are uncorrelated, these pairs have probabilities $(1-\theta)^2$ and $\theta^2$, and

$$\frac{d\theta}{dt}=a(1-\theta)^2-b\theta^2 .$$

Here $a$ and $b$ are rates of change of coverage, with the number of neighbours absorbed in them. At equilibrium the assumption about pairs holds, because by (a) all arrangements of $N$ atoms have equal weight. Away from equilibrium it is justified when atoms hop fast enough to erase correlations. In the special case $a=b$ the quadratic terms cancel, and the equation for the mean coverage holds even without hopping.

Setting $d\theta/dt=0$ gives $\theta^2/(1-\theta)^2=a/b$. Agreement with (c) requires $a/b=Kp$, so the two rates cannot be chosen independently.

Let $\theta_e$ be the equilibrium coverage and $\theta=\theta_e+\delta$ with small $\delta$. To first order,

$$\frac{d\delta}{dt}=-2\left[a(1-\theta_e)+b\theta_e\right]\delta .$$

With $1-\theta_e=1/(1+x)$, $\theta_e=x/(1+x)$ and $b=a/x^2$, the bracket is

$$\frac{a}{1+x}+\frac{a}{x(1+x)}=\frac{a}{1+x}\cdot\frac{x+1}{x}=\frac ax .$$

Hence $\delta$ decays as $e^{-t/\tau}$ with $\tau=x/(2a)=\sqrt{Kp}/(2a)$.

Reversibility matters. If $b=0$ and the atoms still hop fast, then $d\theta/dt=a(1-\theta)^2$. Starting from an empty surface, integration gives $1/(1-\theta)=1+at$, and the coverage tends to 1 at any pressure. If the atoms cannot hop either, single empty sites with no empty neighbour stay empty for good. Neither case obeys the isotherm of (c).

## (f) How much heat is released at fixed coverage?

**Solution.** Fixed $\theta$ means fixed $Kp$, so $d\ln p/dT=-d\ln K/dT$. From (c),

$$\ln K=2\ln z_s+\frac D{kT}+3\ln\Lambda-\ln(kT)-\ln z_r .$$

A mean internal energy is $U=kT^2\,d\ln z/dT$. Since $\Lambda\propto T^{-1/2}$, the terms of $kT^2\,d\ln K/dT$ are, in order, $2U_s$, $-D$, $-\tfrac32kT$, $-kT$ and $-U_r$. Therefore

$$q\equiv kT^2\left(\frac{\partial\ln p}{\partial T}\right)_\theta=D+\frac52kT+U_r-2U_s .$$

This is the enthalpy of a gas molecule minus the energy of two adsorbed atoms. It does not depend on coverage, which reflects the assumed independence of the sites. When $q>0$, $K$ falls on heating, and so does the coverage at fixed pressure.

## (g) Evaluate the model for hydrogen on copper at 350 K and 100 Torr.

Use the (100) face of fcc copper, whose fourfold hollows form one set of equivalent sites. Take these rough values for illustration: $D=0.40$ eV, three vibrational quanta of 0.08 eV per adsorbed atom, a molecular rotational constant $B=7.4$ meV, a lattice constant of 0.36 nm, and a barrier to dissociation of 0.5 eV.

**Solution.** At 350 K, $kT=0.03016$ eV and $\Lambda=0.0657$ nm. An adsorbed atom has two nuclear-spin states and three harmonic vibrations, so

$$z_s=\frac{2}{(1-e^{-0.08/0.03016})^3}=2.49 .$$

For the molecule, even rotational levels $J$ have one nuclear-spin state and odd levels have three. Dissociation and recombination let the two kinds interconvert, so both enter one sum:

$$z_r=\sum_J g_J(2J+1)e^{-BJ(J+1)/kT}=8.85,\qquad g_J=1\text{ or }3 .$$

With $e^{D/kT}=5.75\times10^5$, and with $kT$ in joules and $\Lambda$ in metres,

$$K=\frac{(2.49)^2(5.75\times10^5)\Lambda^3}{kT\,(8.85)}=3.16\times10^{-3}\ \text{Torr}^{-1}.$$

Then $Kp=0.316$ and $\sqrt{Kp}=0.562$, so

$$\theta=\frac{0.562}{1.562}=0.36 .$$

The square surface cell has side $0.36/\sqrt2$ nm and holds one hollow. The site density is therefore $2/(0.36\ \text{nm})^2=1.54\times10^{15}$ cm$^{-2}$, and the surface holds about $5.6\times10^{14}$ atoms per cm$^2$.

At fixed temperature the model gives:

| $p$ (Torr) | $\theta$ | $Kp/(1+Kp)$ |
|---:|---:|---:|
| 0.01 | 0.0056 | 0.00003 |
| 1 | 0.053 | 0.0031 |
| 100 | 0.36 | 0.24 |
| 760 | 0.61 | 0.71 |

From 0.01 to 1 Torr the pressure grows by a factor of 100 and the coverage by about 9.5, close to the square-root value of 10. At 100 Torr the local exponent has dropped to $(1-0.36)/2=0.32$. The last column is the whole-molecule form with the same constant; the two columns cross at $1/K=317$ Torr.

The mean energies are $U_r=0.0277$ eV and $U_s=0.0182$ eV, so

$$q=0.40+0.075+0.028-0.036\approx0.47\ \text{eV per molecule}.$$

At a fixed 100 Torr the coverage is 0.67 at 300 K, 0.36 at 350 K and 0.18 at 400 K.

For the rate, the number of molecules striking unit area per unit time is the density times the mean velocity towards the surface:

$$\Phi=\frac p{kT}\int_0^\infty v\sqrt{\frac m{2\pi kT}}\,e^{-mv^2/2kT}dv=\frac p{kT}\sqrt{\frac{kT}{2\pi m}}=\frac p{\sqrt{2\pi mkT}} .$$

This is $1.32\times10^{23}$ cm$^{-2}$ s$^{-1}$. Assume that a fraction $e^{-0.5/0.03016}=6.3\times10^{-8}$ of the impacts on an empty surface leads to dissociation. Each success adds two atoms, so

$$a=\frac{2(1.32\times10^{23})(6.3\times10^{-8})}{1.54\times10^{15}}\approx11\ \text{s}^{-1},$$

and $\tau=0.562/(2a)\approx0.03$ s. With this assumed barrier, and with hopping between sites fast on this time scale, equilibrium is reached quickly compared with a process lasting minutes. The estimate takes every impact that clears the barrier as successful, and it depends exponentially on the barrier: the same formula gives $\tau\approx0.7$ s for 0.6 eV, 20 s for 0.7 eV and about a minute for 0.73 eV, where the conclusion no longer holds.

## (h) How far can the coverage of 0.36 be trusted?

**Solution.** Change one assumption at a time, with temperature and pressure held fixed.

*Binding energy.* Lowering $D$ by 0.05 eV gives $\theta=0.20$, and raising it by the same amount gives 0.56. The energy enters $K$ through an exponential, so a modest error in it matters greatly.

*Repulsion.* Let each pair of neighbouring atoms cost an assumed 0.02 eV. The surface exchanges atoms with the gas at $\mu_A=\mu_{A_2}/2$, so each adsorbed atom contributes a factor $z_se^{D/2kT}e^{\mu_A/kT}$. With $\mu_{A_2}$ from (b), this factor equals $\sqrt{Kp}=x$. An arrangement with $N$ atoms and $P$ neighbouring pairs then has weight $x^Ne^{-P(0.02\ \text{eV})/kT}$. Summing over all $2^{16}$ arrangements of a periodic $4\times4$ lattice gives $\theta=0.24$, about a third below the independent-site value. A $3\times4$ lattice also gives 0.24, so the small size of the lattice has little influence here.

*Vibrations.* Quanta of 0.064 eV instead of 0.08 eV, at fixed $D$, raise the coverage to 0.40, because more vibrational states are thermally accessible. If the depth of the potential well is fixed instead, the zero-point energy of the two atoms falls by $6\times0.016/2=0.048$ eV. This raises $D$ by the same amount, and the coverage becomes 0.59.

*The gas.* For hard spheres of diameter $d$, the leading correction replaces $p$ in the chemical potential by $p(1+B_2p/kT)$, with $B_2=2\pi d^3/3$. For $d=0.27$ nm the relative change is $1.1\times10^{-4}$. With a vibrational quantum of roughly 0.5 eV, the first excited level of the molecule has a relative population of $6\times10^{-8}$. Both effects are negligible here.

On real copper, hydrogen must overcome a barrier to dissociate, as assumed. At 450 K and the same pressure the model gives $\theta=0.09$. If the barrier between neighbouring hollows is low, the motion of an adsorbed atom along the surface is not harmonic, which changes $z_s$. Real surfaces also have steps and impurities, which break the equivalence of sites, and the surface atoms may rearrange. These effects are not sized here. Among those that are, the uncertainty in $D$ (including its zero-point part) and the repulsion dominate. They can also act together: lowering $D$ by 0.05 eV with the repulsion present gives $\theta=0.15$. For the variations tried here, the coverage lies between roughly 0.15 and 0.6, and other combinations of them can lead outside this range: raising $D$ by 0.05 eV on top of the softer quanta at fixed well depth gives 0.77. The second digit of 0.36 therefore has no significance.

Numbers in the example were calculated in double precision.
